# Why Boron Amorphizes Silicon Less Readily Than Arsenic, part 2

Why does silicon implanted at room temperature turn amorphous under arsenic at a modest fluence, but stay crystalline much longer under boron at the same flux? The model compares production, clustering and recovery of damage, in eV, nm and s. The target has no crystal structure, and energy loss to electrons is left out. Its atomic density is $N=50\ \mathrm{nm^{-3}}$, and an atom is displaced if it receives more than $E_d=15$ eV.

An ion displaces $\nu$ atoms per nanometre of path, a fraction $f$ of them in pockets: connected groups of at least five vacancies, joined when closer than a link distance of 1.0 nm. The rest are called isolated. Simulated straight tracks at 20 keV give $\nu=1.97$, $f=0.740$ for boron and $\nu=29.5$, $f=0.843$ for arsenic. The output also lists $f$ from separately simulated silicon recoils of energy $T$, which leaves out links between different recoils.

Let $n_s$ and $n_c$ be the numbers of isolated and pocket defects divided by the number of atoms. An ion flux $F$ displaces a fraction $G=F\nu/N$ of the atoms per time, and

$$\dot n_s=(1-f)G-k_sn_s,\qquad \dot n_c=fG-k_cn_c,\qquad k_i=A\,e^{-E_i/k_BT_L}.$$

Here $T_L$ is the lattice temperature, $A=10^{13}\ \mathrm{s^{-1}}$, $E_s=0.6$ eV and $E_c=0.9$ eV. At 300 K, $1/k_s=1.2$ ms and $1/k_c=132$ s. Starting from zero,

$$n_c(t)=\frac{fG}{k_c}\left(1-e^{-k_ct}\right),$$

and the total damage rises towards a ceiling

$$n_\infty=G\left[\frac{1-f}{k_s}+\frac f{k_c}\right]\simeq\frac{F\nu f}{Nk_c}.$$

The crystal is assumed to turn amorphous when the damaged fraction exceeds $n_a=0.1$. At 300 K and the questioner's flux, $F=0.01\ \mathrm{nm^{-2}\,s^{-1}}$, the ceilings are 0.038 for boron and 0.65 for arsenic. Arsenic crosses the threshold at

$$t^*=-\frac1{k_c}\ln\left(1-\frac{n_ak_c}{fG}\right)=-131.6\,\ln\left(1-\frac{0.1}{0.654}\right)\ \mathrm{s}=21.8\ \mathrm{s},$$

a critical fluence $Ft^*=0.218\ \mathrm{nm^{-2}}$.

**Q:** Which of the two differences, $\nu$ or $f$, decides the outcome?

**A:** Exchange them one at a time. Boron with arsenic's pocket fraction would have a ceiling of 0.044, still below 0.1. Arsenic with boron's pocket fraction would have 0.57, still above. Neither outcome changes. In this model, where the pockets of both ions recover at the same rate, the production rate therefore decides.

Pockets matter in another way. If all arsenic damage were isolated, $f=0$, its ceiling would be $7\times10^{-6}$. Without a long-lived population neither ion would amorphize the model crystal at 300 K and your flux. Long-lived pockets make amorphization possible, and the rate at which an ion supplies them decides whether it occurs.

**Q:** Suppose only the isolated defects recovered and the pockets were permanent. Would boron still be safe?

**A:** No. With $k_c\to0$ the pocket population grows without a ceiling. Expanding $1-e^{-k_ct}\simeq k_ct$ gives $n_c=fGt$. If the isolated remainder is negligible, the threshold is reached at

$$\Phi^*=Ft^*=\frac{F n_a}{fG}=\frac{n_aN}{\nu f}.$$

For boron this is $0.1\times50/(1.97\times0.740)=3.4\ \mathrm{nm^{-2}}$, or $3.4\times10^{14}\ \mathrm{cm^{-2}}$. Boron would need 17 times the fluence of arsenic, but it would get there. At your flux this takes about 340 s, more than two pocket lifetimes. That is why the slow recovery of pockets, which costs arsenic little, stops boron.

With this definition of a pocket and one recovery rate for the pockets of both ions, the contrast between perishable isolated defects and durable clusters thus accounts for little. If nothing recovers at all, then $n_s+n_c=Gt$ and $\Phi^*=n_aN/\nu$, whatever $f$ is. The fluence ratio is then $\nu_{\rm As}/\nu_{\rm B}=15$. Removing the isolated defects raises it from 15 to 17. Letting the pockets recover turns a ratio of fluences into a yes or a no.

**Q:** Can I see the no-recovery case by cooling the wafer?

**A:** In the model, yes. At 150 K both lifetimes are far longer than the implantation. The critical fluences are $2.5\ \mathrm{nm^{-2}}$ for boron and $0.17\ \mathrm{nm^{-2}}$ for arsenic, and both ions amorphize the crystal.

The temperature at which an ion loses this ability follows from setting the ceiling equal to $n_a$. With the isolated term neglected, $fG/k_c=n_a$, so

$$A\,e^{-E_c/k_BT^*}=\frac{fG}{n_a}\quad\Rightarrow\quad T^*=\frac{E_c}{k_B\ln[An_a/(fG)]}.$$

Below $T^*$ amorphization is possible, above it not. The values are 292 K for boron and 317 K for arsenic. Taking the reciprocal for each ion and subtracting, we find

$$\frac1{T^*_{\rm B}}-\frac1{T^*_{\rm As}}=\frac{k_B}{E_c}\ln\frac{(\nu f)_{\rm As}}{(\nu f)_{\rm B}} .$$

The attempt rate, the threshold and the common flux have cancelled. The existence of a window thus depends on $\nu f$ being larger for arsenic. Its position depends on the parameters I chose. That 300 K falls inside is a property of this parameter set, and boron is only 8 K from its limit. The window is also narrow, 25 K, because $\nu f$ enters through a logarithm. A window of 100 K would need a ratio of $\nu f$ near 9000, or an activation energy of about 1.11 eV instead of 0.9 eV for the pockets of arsenic. Measured critical temperatures of light and heavy ions in silicon differ by about 100 K or more, and the apparent activation energy rises with ion mass. In real silicon the production rate is therefore not the whole cause, and the stability of heavy-ion damage also matters.

**Q:** Then a higher beam current should also make boron amorphize.

**A:** Yes, if the wafer stays at 300 K. The ceiling is proportional to $F$, so boron reaches the threshold at

$$F=0.01\times\frac{0.1}{0.0385}=0.026\ \mathrm{nm^{-2}\,s^{-1}} .$$

At this flux it approaches $n_a$ without crossing it, so the flux must be higher. If you raised the boron flux 15 times, to displace atoms as fast as arsenic does, the ceiling would be 0.57. The crossing time would be $-131.6\ln(1-0.1/0.575)=25$ s, close to the 22 s of arsenic. At this common rate of displacement the two ions behave nearly alike. At a much lower common rate, where the ceilings lie close to $n_a$, the small difference in $f$ could still let arsenic cross the threshold and keep boron below it. In practice a stronger beam also heats the wafer, which works the other way.

**Q:** Boron slows down inside my wafer. Is 20 keV too favourable to it?

**A:** Somewhat. At 5 keV boron loses 86 eV/nm to nuclei and displaces 2.6 atoms per nanometre. Its pocket fraction, 0.73, is the same within the errors. The ceiling rises to 0.051 and the critical temperature to 294 K. The conclusion holds there too, but with a margin of two instead of 2.6. These values are per length of straight path at fixed energy, whereas the wafer sees damage per depth. Boron is deflected and so displaces more atoms per depth than per path, and arsenic at 1100 eV/nm spends its 20 keV within about 20 nm. For whole 20 keV trajectories without electronic loss, the damage peaks at about 3.3 vacancies per nanometre of depth for boron and 23 for arsenic. The ratio at the peaks is then about 7 instead of 15, and the ceilings are about 0.06 and 0.5. The threshold still lies between them, with a margin of 1.6 for boron.

**Q:** How much hangs on your definition of a pocket?

**A:** The fractions depend on it strongly, the comparison less so in the cases I ran. If a durable pocket needs at least 20 vacancies, $f$ falls to 0.28 for boron and 0.43 for arsenic. Their ratio grows to between 1.6 and 1.9, depending on the sample, so clustering then counts for more, but still less than production. The ceilings are 0.014 and 0.34. If only much larger pockets were durable, clustering would count for far more, because boron makes few of them: for a minimum of 50 vacancies the fractions are about 0.04 and 0.22, a ratio near 6, and for a minimum of 100 boron has almost none. With a link distance of 0.5 nm and a minimum of five, the fractions are 0.18 and 0.22, so most of the damage of both ions then counts as isolated, and the ceilings are 0.0095 and 0.17. In each of these cases the threshold of 0.1 lies between the two ions, though arsenic's margin shrinks to 1.7 in the last one. Combining the short link with a larger minimum size lowers the fractions further. Once arsenic's $f$ falls below about 0.13, its ceiling is below 0.1 too, and the model no longer separates the ions at this flux and temperature.

The threshold itself matters in the same way. For the main definition at 20 keV and 300 K, any $n_a$ between 0.039 and 0.65 separates the ions. A lower value would let boron amorphize too.

**Q:** Where would you distrust the model first?

**A:** In treating pockets as independent of each other. Isolated defects from different ions seldom meet each other: under arsenic, a point in the crystal has on average $2\times10^{-4}$ live isolated defects from other ions within the link distance. But pockets live $10^5$ times longer and accumulate. At boron's ceiling, a sphere with the link distance as radius holds on average $0.0385\times50\times4\pi/3\simeq8$ pocket defects. Most new defects, isolated ones included, then land in or beside old pockets. If all of them counted as pocket defects with the same $k_c$, then $f$ would be 1 and the ceilings would be 0.052 for boron and 0.78 for arsenic, still on opposite sides of the threshold. The recovery rate itself may also change. Merged pockets may recover more slowly, and then the loss rate would fall as damage builds up. That would raise the ceiling, and boron at high fluence might cross a threshold that the linear equations keep it below. So "never" is a statement about this model.

A single activation energy for all pockets is the second simplification. A spread of energies would leave a part that hardly recovers during the implantation, and this part would accumulate as in the case of permanent pockets. The energy is also taken to be the same for both ions, and the result is sensitive to this. At 300 K a difference of only $k_BT_L\ln17=0.073$ eV would change the ratio of the ceilings by as much as the whole difference in $\nu f$. Arsenic has a larger share of its damage in big pockets. If these are more stable, clustering could matter as much as production in real silicon. The chemical effect of the implanted atoms is left out as well.

To separate production from clustering in the laboratory, match the displacement rates of the two ions at one wafer temperature and compare the number of displacements per atom at which the crystal fails. The common rate must be well above the one at which amorphization just becomes possible, since near that limit even a small difference in $f$ has a large effect. If boron still resists much better than arsenic, the difference in production is not enough to explain it, and clustering, pocket stability or chemistry must be considered. The remaining values are in the numerical output below.

## Numbers as computed

```
Atomic density 50 nm^-3; displacement energy 15 eV
Link distance 1.0 nm; smallest pocket 5 vacancies
Si recoil path between displacements: 0.56 nm at 100 eV, 0.74 nm at 1 keV
Track length 20.09 nm; free path 0.2714 nm
Flux 0.01 nm^-2 s^-1; attempt rate 1e+13 s^-1
Recovery energies: isolated 0.6 eV, pocket 0.9 eV
Amorphization threshold 0.1 of atoms; temperature 300 K
Largest deviation from stopping fit 2.3 %
Defects*2*E_d/T at 1 and 2 keV: 0.870, 0.867
B 20 keV: tracks 400, max transfer fraction 0.803
  nuclear energy loss 64.6 eV/nm
  nu = 1.97 +- 0.16 per nm
  pocket fraction f = 0.740 +- 0.009; from separate recoils 0.709
  generation rate G = 3.949e-04 s^-1
  damage ceiling at 300 K = 0.0385 of atoms
  critical temperature = 292.0 K
B 5 keV: tracks 250, max transfer fraction 0.803
  nuclear energy loss 86.3 eV/nm
  nu = 2.62 +- 0.13 per nm
  pocket fraction f = 0.733 +- 0.009; from separate recoils 0.674
  generation rate G = 5.242e-04 s^-1
  damage ceiling at 300 K = 0.0506 of atoms
  critical temperature = 294.2 K
As 20 keV: tracks 25, max transfer fraction 0.793
  nuclear energy loss 1099.6 eV/nm
  nu = 29.49 +- 3.11 per nm
  pocket fraction f = 0.843 +- 0.007; from separate recoils 0.783
  generation rate G = 5.898e-03 s^-1
  damage ceiling at 300 K = 0.6544 of atoms
  critical temperature = 317.1 K
Minimum size 5: f_B 0.740 +- 0.009, f_As 0.843 +- 0.007
  ceilings: B 0.0385, As 0.6544 of atoms
Minimum size 10: f_B 0.517 +- 0.015, f_As 0.690 +- 0.012
  ceilings: B 0.0269, As 0.5354 of atoms
Minimum size 20: f_B 0.277 +- 0.017, f_As 0.432 +- 0.022
  ceilings: B 0.0144, As 0.3354 of atoms
Link 0.5 nm, minimum size 5: f_B 0.182, f_As 0.223
  ceilings: B 0.0095, As 0.1731 of atoms
Ratios As/B at 20 keV: nu 14.93, f 1.14, nu*f 17.0
nu ratio As/B from quadrature 17.26
As damage thinned to B density: f = 0.0000
Lifetimes at 300 K: isolated 1.201e-03 s, pocket 131.6 s
Ceiling, B nu with As f: 0.0438 of atoms
Ceiling, As nu with B f: 0.5748 of atoms
Ceiling, As nu with f=0: 7.08e-06 of atoms
Flux at which 20 keV B reaches threshold at 300 K: 0.026 nm^-2 s^-1
As critical time: formula 21.83 s, numeric 21.83 s
As critical fluence 0.2183 nm^-2 = 2.183e+13 cm^-2
As displacements per atom at threshold 0.1287
Critical fluences at 150 K: B 2.532, As 0.1696 nm^-2
Mean live isolated neighbours within link distance, As: 2.33e-04
```
